# Photon Statistics and Phase-Diffusion Linewidth of the Scully-Lamb Laser

## A weakly pumped mode

Take one cavity mode with annihilation operator $a$. It loses energy at rate $C$ into surroundings at zero temperature, and a weak inverted medium supplies linear gain at rate $A<C$. In the frame rotating at the mode frequency, the density matrix of the field obeys

$$\dot\rho=\frac A2\left(2a^\dagger\rho a-aa^\dagger\rho-\rho aa^\dagger\right)+\frac C2\left(2a\rho a^\dagger-a^\dagger a\rho-\rho a^\dagger a\right).\tag{1}$$

The first bracket adds photons and the second removes them. Multiply by $a$, take the trace, and permute operators cyclically. The gain gives $\frac A2\langle aaa^\dagger-aa^\dagger a\rangle=\frac A2\langle a\,[a,a^\dagger]\rangle=\frac A2\langle a\rangle$. The loss gives $\frac C2\langle a^\dagger aa-aa^\dagger a\rangle=-\frac C2\langle a\rangle$. The same procedure with $a^\dagger a$ gives the mean photon number $\bar n$:

$$\frac{d\langle a\rangle}{dt}=-\frac{C-A}{2}\langle a\rangle,\qquad \frac{d\bar n}{dt}=A(\bar n+1)-C\bar n .\tag{2}$$

In the steady state $\bar n=A/(C-A)$. By the regression theorem, the correlation $\langle a^\dagger(t)a(0)\rangle$ decays at the same rate as the mean amplitude. An exponential $e^{-\kappa t}$ has a Lorentzian spectrum $\kappa/(\kappa^2+\omega^2)$, whose full width at half maximum is $2\kappa$. With $\kappa=(C-A)/2$,

$$\Delta\omega=C-A=\frac{A}{\bar n}.\tag{3}$$

Since $A=C\bar n/(\bar n+1)$, the width equals $C/(\bar n+1)$, which is inversely proportional to the photon number once $\bar n\gg1$. As $A\to C$, however, $\bar n$ diverges, because nothing in (1) lets a strong field deplete the gain. The cure is to follow what one atom does to a field of any strength.

## One atom and its finite lifetime

Two-level atoms resonant with the mode arrive at random times, at mean rate $r$, each in its upper state $|e\rangle$. The coupling is $H=\hbar g(a\sigma_++a^\dagger\sigma_-)$. It connects $|e,n\rangle$ with $|g,n+1\rangle$, so that after a time $\tau$

$$|e,n\rangle\to\cos(\Omega_n\tau)|e,n\rangle-i\sin(\Omega_n\tau)|g,n+1\rangle,\qquad \Omega_n=g\sqrt{n+1}.\tag{4}$$

Both levels are assumed to decay at the same rate $\gamma$ to separate levels that do not couple to the mode. The time of the decay therefore reveals nothing about which photon number is present. The decay ends the interaction after a time with probability density $\gamma e^{-\gamma\tau}$.

Trace over the atom. The final states $e$ and $g$ are orthogonal, so their contributions add without interference. The factors $-i$ and $+i$ from ket and bra multiply to $+1$. One atom thus changes the field elements by

$$\rho_{nm}\to\langle\cos\Omega_n\tau\cos\Omega_m\tau\rangle\rho_{nm}+\langle\sin\Omega_{n-1}\tau\sin\Omega_{m-1}\tau\rangle\rho_{n-1,m-1},\tag{5}$$

where the brackets are averages over $\tau$. The products of cosines and sines are half the sum and half the difference of $\cos(\Omega_n-\Omega_m)\tau$ and $\cos(\Omega_n+\Omega_m)\tau$, and $\langle\cos x\tau\rangle=\gamma^2/(\gamma^2+x^2)$. Define

$$u=\frac{(\Omega_n-\Omega_m)^2}{\gamma^2},\quad v=\frac{(\Omega_n+\Omega_m)^2}{\gamma^2},\quad s=\frac{4g^2}{\gamma^2}\equiv\frac1{n_s},\quad A=\frac{2rg^2}{\gamma^2}=\frac{rs}{2}.\tag{6}$$

Then

$$1-\langle\cos\cos\rangle=\frac{u+v+2uv}{2(1+u)(1+v)},\qquad\langle\sin\sin\rangle=\frac{v-u}{2(1+u)(1+v)}.\tag{7}$$

Since $\Omega_n^2/\gamma^2=s(n+1)/4$, we have $u+v=s(n+m+2)/2$, $uv=s^2(n-m)^2/16$ and $v-u=s\sqrt{(n+1)(m+1)}$. Multiply (7) by $r$ and use $rs/2=A$. Gain removes $\rho_{nm}$ at rate $G_{nm}$ and feeds $\rho_{n+1,m+1}$ from it at rate $F_{nm}$:

$$G_{nm}=A\,\frac{\frac{n+m+2}{2}+\frac{s(n-m)^2}{8}}{M_{nm}},\qquad F_{nm}=A\,\frac{\sqrt{(n+1)(m+1)}}{M_{nm}},\tag{8}$$

$$M_{nm}=(1+u)(1+v)=1+\frac{s(n+m+2)}2+\frac{s^2(n-m)^2}{16}.\tag{9}$$

With the matrix elements of the loss term in (1), the equation of motion is

$$\dot\rho_{nm}=-G_{nm}\rho_{nm}+F_{n-1,m-1}\rho_{n-1,m-1}-\frac{C(n+m)}2\rho_{nm}+C\sqrt{(n+1)(m+1)}\,\rho_{n+1,m+1}.\tag{10}$$

For $s\to0$ at fixed $A$ this reduces to (1). Adding the effects of separate atoms assumes that they act independently and that the field changes little during one atomic lifetime, $A,C\ll\gamma$. Several atoms may then be present together.

## The photon distribution

For $n=m$ we have $p_n=\rho_{nn}$ and $G_{nn}=F_{nn}=A(n+1)/[1+s(n+1)]$. The net probability current from $n-1$ to $n$ is

$$J_n=\frac{An}{1+sn}\,p_{n-1}-Cn\,p_n,\qquad \dot p_n=J_n-J_{n+1}.\tag{11}$$

In the steady state all $J_n$ are equal. No current enters from below $n=0$, so each vanishes. With $X=n_sA/C$,

$$\frac{p_n}{p_{n-1}}=\frac{A/C}{1+n/n_s}=\frac{X}{n+n_s},\qquad p_n=p_0\,\frac{\Gamma(n_s+1)\,X^n}{\Gamma(n+n_s+1)},\tag{12}$$

where $p_0$ follows from $\sum_np_n=1$. For integer $n_s$ this has a simple reading: $N=n+n_s$ follows a Poisson law of mean $X$, restricted to $N\ge n_s$. Pumping moves the Poisson peak, and threshold is where the peak passes the cut at $n=0$.

The moments need no approximation. From (12), $(n+n_s)p_n=Xp_{n-1}$ for $n\ge1$. Summing over $n\ge1$ gives $\bar n+n_s(1-p_0)=X$. Multiplying by $n$ before summing gives $\langle n^2\rangle+n_s\bar n=X(\bar n+1)$. Hence

$$\bar n=n_s\left(\frac AC-1\right)+n_sp_0,\tag{13}$$

$$\mathrm{Var}\,n=X+\bar n(X-n_s-\bar n)=X-n_sp_0\,\bar n .\tag{14}$$

Three regimes follow, for $n_s\gg1$. A convenient measure of bunching is $g^{(2)}(0)=(\langle n^2\rangle-\bar n)/\bar n^2$.

**Below threshold.** When $1-A/C\gg1/\sqrt{n_s}$, the denominators $1+k/n_s$ multiply to nearly one over the populated range. Then $p_n\approx(1-A/C)(A/C)^n$, the geometric law of a thermal field. Its variance is $\bar n^2+\bar n$, so $g^{(2)}(0)\approx2$.

**At threshold.** For $A=C$,

$$\ln\frac{p_n}{p_0}=-\sum_{k=1}^n\ln\left(1+\frac k{n_s}\right)\approx-\frac{n^2}{2n_s}.\tag{15}$$

This is half a Gaussian. Replacing the sum by an integral gives $1/p_0\approx\sqrt{\pi n_s/2}$, and (13) gives $\bar n=n_sp_0\approx\sqrt{2n_s/\pi}$. Equation (14) with $X=n_s$ and $n_sp_0=\bar n$ gives $\langle n^2\rangle=n_s$, so $g^{(2)}(0)\to\pi/2$. The photon number stays finite at threshold and grows as $\sqrt{n_s}$.

**Above threshold.** When $\bar n\gg\sqrt{X}$, the cut lies many standard deviations below the peak and $p_0$ is negligible. Then

$$\bar n=n_s\left(\frac AC-1\right),\qquad\frac{\mathrm{Var}\,n}{\bar n}=\frac{A}{A-C},\qquad g^{(2)}(0)=1+\frac{n_s}{\bar n^2}.\tag{16}$$

The mean is the value at which saturated gain balances loss, $A/(1+s\bar n)=C$. The variance approaches the Poisson value when $A\gg C$.

## Decay of the coherences

Equation (10) couples elements with the same $k=m-n$ to one another and to no others. Let $S_k=\sum_n\rho_{n,n+k}$. In $\dot S_k$ each element contributes what leaves it minus what it passes to its neighbours:

$$\dot S_k=-\sum_n\mu_n\,\rho_{n,n+k},\qquad \mu_n=G_{nm}-F_{nm}+C\left[\frac{n+m}2-\sqrt{nm}\right].\tag{17}$$

The gain part is simplest in terms of (7). It equals

$$G_{nm}-F_{nm}=r\,\frac{(u+v+2uv)-(v-u)}{2(1+u)(1+v)}=\frac{ru}{1+u}.\tag{18}$$

The sum frequency $\Omega_n+\Omega_m$ has dropped out, and with it the saturation. What remains is $r\,[1-\langle\cos(\Omega_n-\Omega_m)\tau\rangle]$: an atom damages the coherence between $n$ and $m$ photons only through the difference of the two Rabi frequencies.

From (6), $ru=\frac{rs}4(\sqrt{n+1}-\sqrt{m+1})^2=\frac A2(\sqrt{n+1}-\sqrt{m+1})^2$. The loss bracket in (17) is likewise $\frac12(\sqrt n-\sqrt m)^2$. For $n\gg k$,

$$(\sqrt m-\sqrt n)^2=\frac{(m-n)^2}{(\sqrt m+\sqrt n)^2}\approx\frac{k^2}{4n},\tag{19}$$

and $u\approx sk^2/(16n)\ll1$ may be dropped from the denominator of (18). Therefore

$$\mu_n\approx k^2\,\frac{A+C}{8n}.\tag{20}$$

The linear gain $A$ appears here, although the energy balance involves the saturated gain, which equals $C$.

## Phase diffusion and the linewidth

Above threshold the photon number relaxes quickly. Differentiating the mean-field rate $An/(1+sn)-Cn$ at $n=\bar n$ gives $A/(1+s\bar n)^2-C=C^2/A-C$, so a small deviation decays at rate $C(A-C)/A$. For small $k$ this is much faster than (20) when $\bar n\gg\sqrt{n_s}$. For these orders the elements $\rho_{n,n+k}$ therefore settle into a narrow profile around $\bar n$, and $n$ in (20) may be replaced by $\bar n$:

$$\dot S_k=-k^2D\,S_k,\qquad D=\frac{A+C}{8\bar n}.\tag{21}$$

The $S_k$ are the Fourier coefficients of a phase distribution. With $|\phi\rangle=\sum_ne^{in\phi}|n\rangle$,

$$P(\phi)=\frac{\langle\phi|\rho|\phi\rangle}{2\pi}=\frac1{2\pi}\sum_kS_k\,e^{ik\phi},\qquad\frac{\partial P}{\partial t}=D\frac{\partial^2P}{\partial\phi^2},\tag{22}$$

since two derivatives of $e^{ik\phi}$ produce $-k^2$. The diffusion equation applies when $P$ is smooth enough to contain only the small $k$ for which (21) holds. The phase performs a random walk of variance $2Dt$. Nothing restores it, because no phase is preferred. The factor $1/\bar n$ has a geometrical meaning: a sideways displacement of given size turns a field vector of length $\sqrt{\bar n}$ by an angle proportional to $1/\sqrt{\bar n}$, and diffusion depends on the angle squared.

For the spectrum, the regression theorem evolves the operator $a\rho$ by (10), starting from the steady state. Its elements are $(a\rho)_{n,n+1}=\sqrt{n+1}\,p_{n+1}$, which belong to $k=1$. Taking the trace with $a^\dagger$ weights them by another $\sqrt{n+1}\approx\sqrt{\bar n}$. Thus $\langle a^\dagger(t)a(0)\rangle\approx\bar n\,e^{-Dt}$, a Lorentzian of full width $2D$. Equation (16) gives $A=C(1+\bar n/n_s)$, so

$$\Delta\omega=2D=\frac{A+C}{4\bar n}=\frac{C}{2\bar n}+\frac{C}{4n_s}.\tag{23}$$

At fixed $C$ and $A/C$, with $\bar n$ changed through $n_s$, the width is inversely proportional to the photon number. If the pump alone is raised, $A$ grows with $\bar n$, and the inverse law holds for $\sqrt{n_s}\ll\bar n\ll n_s$. Beyond that range the width tends to the floor $C/(4n_s)$. The floor arises because (20) contains the linear gain $A$ rather than the saturated gain $C$: the excess $A-C=C\bar n/n_s$, divided by $4\bar n$, is $C/(4n_s)$. Physically it is incomplete inversion. Let $N_e$ and $N_g$ be the mean numbers of atoms in the two levels. Then $N_e+N_g=r/\gamma$, and (4) gives $N_e-N_g=(r/\gamma)\langle\cos2\Omega_n\tau\rangle\approx(r/\gamma)/(1+s\bar n)$. Hence $N_e/(N_e-N_g)=1+\bar n/2n_s$, and (23) equals $\frac{C}{2\bar n}\,N_e/(N_e-N_g)$: saturation lowers the inversion that supplies the gain, while the upper-level atoms go on emitting spontaneously into the mode. The value $C/(4n_s)$ has been derived here only for the present atomic model, in which both levels decay at the same rate.

The first term of (23) is the Schawlow-Townes width in its above-threshold form, for a fully inverted medium ($N_g\ll N_e$); otherwise it is multiplied by $N_e/(N_e-N_g)$. It is half of $C/\bar n$, the value that (3) gives for $A\approx C$; formulas quoted without this factor of one half are twice as large. Let the power leaving through the loss be $P_{\rm out}=h\nu C\bar n$, and let $\Delta\nu_c=C/2\pi$ be the full width of the empty cavity. Then

$$\Delta\nu=\frac{C}{4\pi\bar n}=\frac{h\nu C^2}{4\pi P_{\rm out}}=\frac{\pi h\nu(\Delta\nu_c)^2}{P_{\rm out}}.\tag{24}$$

When $A\approx C$ but still $|A/C-1|\gg1/\sqrt{n_s}$, the product $\bar n\,\Delta\omega$ is about $C$ below threshold, by (3), and about $C/2$ above. Below threshold the whole complex amplitude relaxes and is replenished by noise. Above it, the length of the field vector is held nearly fixed and the line comes from its direction.

## A worked example

Take $n_s=10^4$, $C=10^6\ \mathrm{s^{-1}}$ and $\gamma=10^8\ \mathrm{s^{-1}}$. By (6), $g=\gamma/(2\sqrt{n_s})=5\times10^5\ \mathrm{s^{-1}}$. At threshold $r=2n_sC=2\times10^{10}\ \mathrm{s^{-1}}$, so about $r/\gamma=200$ atoms are present at a time, while $A/\gamma=0.01$ keeps the field change per lifetime small.

The steady state of (10) was found numerically on a truncated set of photon numbers:

| $A/C$ | $\bar n$ | $\mathrm{Var}\,n/\bar n$ | $g^{(2)}(0)$ |
|---|---|---|---|
| 0.5 | 1.00 | 2.00 | 2.00 |
| 0.9 | 8.84 | 9.67 | 1.98 |
| 1.0 | 79.6 | 46.1 | 1.57 |
| 1.1 | 1000 | 11.0 | 1.01 |
| 2.0 | 10000 | 2.00 | 1.00 |

A pump increase of 22%, from 0.9 to 1.1, multiplies the photon number by more than 100. Of the pump strengths listed, threshold has the largest ratio $\mathrm{Var}\,n/\bar n$. The estimate $\sqrt{2n_s/\pi}=79.8$ agrees there with the computed mean to 0.3%.

For the linewidth, the $k=1$ equations were solved at each frequency as a linear system, and the half-height points of the resulting spectrum were located by root finding. At $A/C=1.1$, (16) gives $\bar n=10^4\times0.1=1000$, and (23) gives

$$\frac{\Delta\omega}{C}=\frac1{2000}+\frac1{40000}=5.25\times10^{-4}.$$

The computed width is $5.31\times10^{-4}\,C$, larger by 1.1% of the predicted value. The excess comes from replacing $n$ by $\bar n$ in (20). Expanding about the mean gives $\langle1/n\rangle\approx(1+\mathrm{Var}\,n/\bar n^2)/\bar n$, and here $\mathrm{Var}\,n/\bar n^2=11000/10^6=0.011$. Using the average $\langle1/n\rangle$ of the computed distribution, $(A+C)\langle1/n\rangle/4$ is also $5.31\times10^{-4}\,C$.

The slowest decay rates for $k=1,2,3$, obtained as matrix eigenvalues, stand in the ratios $1:4.00:9.00$. This is the $k^2$ pattern of diffusion in (21).

Two ways of increasing the photon number give different results. At fixed $A/C=1.1$, raising $n_s$ from $10^4$ to $1.6\times10^5$ raises $\bar n$ from 1000 to 16000. The product $\bar n\,\Delta\omega/C$ changes only from 0.531 to 0.525, the latter being the value $(1.1+1)/4$ required by (23). At fixed $n_s=10^4$, raising $A/C$ to 3 gives $\bar n=20000$ and a computed width of $5.00\times10^{-5}\,C$. The first term of (23) alone would give $2.50\times10^{-5}\,C$; the floor supplies the other half.

At threshold the replacement of $n$ by $\bar n$ is not justified, since the distribution reaches down to $n=0$. The computed product $\bar n\,\Delta\omega/A$ is 0.94 there, between 1.00 at $A/C=0.5$ and 0.48 at $A/C=1.1$. At $A=C$ the coefficient is thus still close to its below-threshold value.

For a wavelength of $1\ \mathrm{\mu m}$, the case $A/C=1.1$ has $P_{\rm out}=h\nu C\bar n=1.99\times10^{-10}\ \mathrm W$ and $\Delta\nu_c=1.59\times10^5\ \mathrm{Hz}$. Equation (24) gives 79.6 Hz, and the computed width is 84.5 Hz. Within (10), five parts in a hundred of the 6% difference, relative to (24), are the floor term and about one is the spread in photon number. Corrections of relative order $C/\gamma=0.01$, which (10) neglects, can be as large as this last part.

These widths contain only the quantum noise of the model. Thermal photons add further noise. Detuned atoms can couple amplitude fluctuations to the phase, and mirror motion shifts the cavity frequency; both lie outside (10). If $C$ is not small compared with $\gamma$, the atoms respond with a delay, and (10) itself must be replaced by equations for atoms and field together.
